# Choosing Beads and Checking the Saddle in a Ring-Polymer Instanton Search: a numerical check

```python
"""Ring-polymer instanton of V(x) = V0 sech^2(x/a) below crossover.

Result under test: the stationary ring has one finite negative Hessian mode
and a soft time-translation mode vanishing as exp(-N artanh(T/Tc)), apart
from a slowly varying prefactor. One of two symmetric ring families has
index one; the other has index two because its soft eigenvalue is negative.

q = x/a; ring energies are in V0; N is the number of beads.
ratio = T/Tc; stiffness = 1/(beta_N hbar omega_b)^2, beta_N = beta/N.
Mass-weighted Hessian eigenvalues are in omega_b^2 = 2 V0/(m a^2).
"""
import numpy as np
from mpmath import mp
from scipy import constants as sc

mp.dps = 120


def eckart(q, height=1.0, drop=0.0):
    """Value, slope and curvature; drop lowers the product plateau."""
    if q.dtype == object:
        t = np.array([mp.tanh(z) for z in q], dtype=object)
    else:
        t = np.tanh(q)
    s = 1 - t*t
    return (s*height - (t + 1)*(drop/2),
            s*(t*(-2*height) - drop/2),
            s*(t*t*(6*height) + t*drop - 2*height))


def hardening_barrier(q):
    """Barrier whose inverted-potential period falls with amplitude."""
    return 1 - q*q - q*q*q*q/2, -2*q - 2*q*q*q, -2 - 6*q*q


def ring(q, stiffness, potential=eckart):
    """Energy, gradient and Hessian of the closed ring."""
    value, slope, curvature = potential(q)
    after, before = np.roll(q, -1), np.roll(q, 1)
    energy = np.sum((after - q)**2)*stiffness + np.sum(value)
    gradient = (2*q - after - before)*(2*stiffness) + slope
    hessian = np.diag(curvature + 4*stiffness)
    j = np.arange(len(q))
    hessian[j, (j + 1) % len(q)] -= 2*stiffness
    hessian[j, (j - 1) % len(q)] -= 2*stiffness
    return energy, gradient, hessian


def ring_stiffness(n, ratio):
    return float((n*ratio/(2*np.pi))**2)


def starting_ring(n, shift, amplitude=0.6, center=0.0):
    """shift 0: bead at the turning point; shift 0.5: between beads."""
    j = np.arange(n)
    mirror = (-j - int(round(2*shift))) % n
    q = center + amplitude*np.cos(2*np.pi*(j + shift)/n)
    return (q + q[mirror])/2, mirror


def follow_saddle(q, stiffness, potential=eckart, mirror=None, uphill=True):
    """Capped eigenvector following, uphill only along the lowest mode."""
    q = q.copy()
    for iteration in range(3000):
        _, gradient, hessian = ring(q, stiffness, potential)
        if np.max(np.abs(gradient)) < 1e-11:
            return q, iteration
        curvatures, modes = np.linalg.eigh(hessian)
        move = -(modes.T @ gradient)/np.maximum(np.abs(curvatures), 1e-9)
        if uphill:
            move[0] *= -1
        cap = 0.05*np.sqrt(len(q))
        q += modes @ move*min(1.0, cap/np.linalg.norm(move))
        if mirror is not None:
            q = (q + q[mirror])/2
    raise RuntimeError("saddle search did not converge")


def solve_and_count(matrix, rhs):
    """Symmetric elimination; negative pivots count negative eigenvalues."""
    n = len(rhs)
    work = np.column_stack([matrix, rhs])
    for k in range(n):
        for i in range(k + 1, n):
            if work[i, k] != 0:
                factor = work[i, k]/work[k, k]
                work[i, k:] = work[i, k:] - work[k, k:]*factor
    x = np.array([mp.mpf(0)]*n, dtype=object)
    for k in range(n - 1, -1, -1):
        known = sum(work[k, k + 1:n]*x[k + 1:])
        x[k] = (work[k, n] - known)/work[k, k]
    return x, sum(1 for k in range(n) if work[k, k] < 0)


def polish(q, stiffness, potential=eckart):
    """High-precision Newton refinement, soft eigenvalue and index."""
    q = np.array([mp.mpf(float(z)) for z in q], dtype=object)
    stiffness = mp.mpf(stiffness)
    for _ in range(20):
        _, gradient, hessian = ring(q, stiffness, potential)
        if max(abs(z) for z in gradient) < mp.mpf(10)**(-90):
            break
        q = q - solve_and_count(hessian, gradient)[0]
    else:
        raise RuntimeError("Newton refinement did not converge")
    tangent = np.roll(q, -1) - np.roll(q, 1)
    vector, index = solve_and_count(hessian, tangent)
    soft = sum(vector*tangent)/sum(vector*vector)/2
    return soft, index, q


def locate(n, ratio, shift):
    start, mirror = starting_ring(n, shift)
    stiffness = ring_stiffness(n, ratio)
    q, iterations = follow_saddle(start, stiffness, mirror=mirror)
    energy, _, hessian = ring(q, stiffness)
    soft, index, _ = polish(q, stiffness)
    return dict(q=q, iterations=iterations, energy=energy, soft=soft,
                index=index, eigenvalues=np.linalg.eigvalsh(hessian)/2)


# Example inputs and derived scales
barrier_ev, width_nm, temperature = 0.5, 0.04, 200.0
barrier, width = barrier_ev*sc.e, width_nm*1e-9
mass = sc.m_p + sc.m_e
omega = np.sqrt(2*barrier/(mass*width**2))
crossover = sc.hbar*omega/(2*np.pi*sc.k)
ratio = temperature/crossover
beta_barrier = barrier/(sc.k*temperature)
assert ratio < 1

# Derivatives against finite differences on an irregular ring
trial = np.random.default_rng(3).normal(size=8)


def tilted(q):
    return eckart(q, 1.1, 0.2)


_, gradient, hessian = ring(trial, 0.7, tilted)
for j in range(8):
    delta = np.zeros(8)
    delta[j] = 1e-5
    high, low = ring(trial + delta, 0.7, tilted), ring(trial - delta, 0.7, tilted)
    assert abs((high[0] - low[0])/2e-5 - gradient[j]) < 1e-7
    assert np.max(np.abs((high[1] - low[1])/2e-5 - hessian[j])) < 1e-7

# Collapsed ring on both sides of crossover
collapsed_counts = []
for test_ratio in (ratio, 1.1):
    h = ring(np.zeros(64), ring_stiffness(64, test_ratio))[2]
    collapsed_counts.append(int(np.sum(np.linalg.eigvalsh(h) < 0)))
assert collapsed_counts == [3, 1]

# Both ring families for growing bead number
bead_numbers = (16, 32, 64, 128)
families = {n: (locate(n, ratio, 0.0), locate(n, ratio, 0.5))
            for n in bead_numbers}
saddles = {}
for n, pair in families.items():
    assert sorted(r["index"] for r in pair) == [1, 2]
    assert pair[0]["soft"]*pair[1]["soft"] < 0
    saddles[n] = min(pair, key=lambda r: r["index"])
    assert saddles[n]["eigenvalues"][0] < -0.1
    assert saddles[n]["eigenvalues"][2] > 0.05
assert abs(float(saddles[16]["soft"]) - saddles[16]["eigenvalues"][1]) < 1e-9
assert int(np.sum(saddles[16]["eigenvalues"] < 0)) == 1

# A start without symmetry, searched uphill and then purely downhill
angles = 2*np.pi*(np.arange(16) + 0.2)/16
generic = 0.1 + 0.6*np.cos(angles)
found, generic_iterations = follow_saddle(generic, ring_stiffness(16, ratio))
found_energy, _, found_hessian = ring(found, ring_stiffness(16, ratio))
assert abs(found_energy - saddles[16]["energy"]) < 1e-10
assert int(np.sum(np.linalg.eigvalsh(found_hessian) < 0)) == 1
fallen, _ = follow_saddle(generic, ring_stiffness(16, ratio), uphill=False)
assert abs(np.mean(fallen)) > 3

# Continuum orbit, action and fluctuation spectrum
orbit_amplitude = np.sqrt(1/ratio**2 - 1)
turning = np.arcsinh(orbit_amplitude)
turn_errors = [abs(abs(families[n][0]["q"][0]) - turning) for n in (64, 128)]
assert 3.7 < turn_errors[0]/turn_errors[1] < 4.3
ring128 = families[128][0]["q"]
orbit128 = np.arcsinh(orbit_amplitude*np.cos(2*np.pi*np.arange(128)/128))
orbit_error = np.max(np.abs(ring128 - orbit128))
assert orbit_error < 2e-3
actions = {n: beta_barrier*saddles[n]["energy"]/n for n in bead_numbers}
action_limit = (4*actions[128] - actions[64])/3
action_formula = beta_barrier*ratio*(2 - ratio)
assert abs(action_limit - action_formula) < 2e-3
theta = 2*np.pi*np.arange(512)/512
s = 1/(1 + orbit_amplitude**2*np.cos(theta)**2)
coefficients = np.fft.fft(2*s - 3*s*s).real/512
harmonics = np.arange(-60, 61)
hill = coefficients[(harmonics[:, None] - harmonics[None, :]) % 512]
hill = hill + np.diag((ratio*harmonics)**2)
continuum = np.linalg.eigvalsh(hill)[:3]
assert continuum[0] < 0 and abs(continuum[1]) < 1e-9 and continuum[2] > 0
limits = {}
for mode in (0, 2):
    values = {n: saddles[n]["eigenvalues"][mode] for n in bead_numbers}
    limits[mode] = (4*values[128] - values[64])/3
    assert abs(limits[mode] - continuum[mode]) < 5e-4
    error_ratio = (values[64] - continuum[mode])/(values[128] - continuum[mode])
    assert 3.6 < error_ratio < 4.4

# Exponential decay rate of the soft mode at two temperatures
decay = []
for test_ratio in (ratio, 0.5):
    sizes = np.array([64, 96, 128, 160])
    logs = [float(mp.log(abs(locate(int(n), test_ratio, 0.0)["soft"])))
            for n in sizes]
    design = np.column_stack([np.ones(4), np.log(sizes), -sizes, 1/sizes])
    _, power, rate, _ = np.linalg.solve(design, logs)
    decay.append((test_ratio, rate, np.arctanh(test_ratio), power))
    assert abs(rate/np.arctanh(test_ratio) - 1) < 0.01

# Parity of the bead number
odd = locate(17, ratio, 0.0)
assert abs(odd["soft"]) < 1e-2*abs(saddles[16]["soft"])
eighteen = locate(18, ratio, 0.0)
assert eighteen["index"] == families[16][1]["index"]

# A period that shortens with amplitude must add a negative mode
hard_indices = []
for shift in (0.0, 0.5):
    start, _ = starting_ring(16, shift, amplitude=0.56)
    _, index, q = polish(start, ring_stiffness(16, 1/0.9), hardening_barrier)
    assert max(abs(z) for z in q) > 0.3
    hard_indices.append(index)
assert min(hard_indices) >= 2

# Numerical Schroedinger transmission by Numerov propagation
energies = np.linspace(0.002, 2.0, 1000)
strength = 2*mass*barrier*width**2/sc.hbar**2
wave = np.sqrt(strength*energies)
grid = np.linspace(8, -8, 3201)
step2 = (grid[1] - grid[0])**2
before, current = np.exp(1j*wave*grid[0]), np.exp(1j*wave*grid[1])
profile = 1/np.cosh(grid)**2
for j in range(1, len(grid) - 1):
    f0, f1, f2 = [strength*(profile[i] - energies) for i in (j - 1, j, j + 1)]
    following = (2*current*(1 + 5*step2*f1/12)
                 - before*(1 - step2*f0/12))/(1 - step2*f2/12)
    before, current = current, following
qa, qb = grid[-2], grid[-1]
incident = (before*np.exp(-1j*wave*qb) - current*np.exp(-1j*wave*qa))
incident = incident/(2j*np.sin(wave*(qa - qb)))
transmission = 1/np.abs(incident)**2
assert abs(transmission[-1] - 1) < 1e-3
integrand = transmission*np.exp(-beta_barrier*(energies - 1))
spacing = energies[1] - energies[0]
quantum_factor = beta_barrier*spacing*(
    np.sum(integrand) - (integrand[0] + integrand[-1])/2)


def semiclassical_factor(u):
    return np.sqrt(4*np.pi*beta_barrier)*u*np.exp(beta_barrier*(1 - u)**2)


instanton_factor = semiclassical_factor(ratio)
assert 0.7 < instanton_factor/quantum_factor < 1.3

# Sizes of effects outside the symmetric one-dimensional model
drop_ev, quantum_ev, mass_increase = 0.1, 0.4, 0.10
drop = drop_ev/barrier_ev
height = ((1 + np.sqrt(1 + drop))/2)**2


def asymmetric(q):
    return eckart(q, height, drop)


assert abs(np.max(asymmetric(np.linspace(-2, 2, 40001))[0]) - 1) < 1e-7
center = np.arctanh(-drop/(4*height))
start, mirror = starting_ring(64, 0.0, center=center)
asym_q, _ = follow_saddle(start, ring_stiffness(64, ratio), asymmetric, mirror)
asym_energy, _, asym_hessian = ring(asym_q, ring_stiffness(64, ratio), asymmetric)
asym_modes = np.linalg.eigvalsh(asym_hessian)/2
assert asym_modes[0] < -0.1 and abs(asym_modes[1]) < 1e-6 and asym_modes[2] > 0
asym_change = np.exp(actions[64] - beta_barrier*asym_energy/64)
heavy_change = semiclassical_factor(ratio*np.sqrt(1 + mass_increase))/instanton_factor
quantum_beta = quantum_ev*sc.e/(sc.k*temperature)
ground_transmission = np.exp(np.interp(quantum_ev/(2*barrier_ev), energies,
                                       np.log(transmission)))
partition = 1/(2*np.sinh(quantum_beta/2))
level_change = (quantum_beta*ground_transmission*np.exp(beta_barrier)
                * partition/quantum_factor)
deuterium_mass = sc.physical_constants["deuteron mass"][0] + sc.m_e
deuterium_crossover = crossover*np.sqrt(mass/deuterium_mass)

print(f"barrier V0 = {barrier_ev:.2f} eV; width a = {width_nm:.3f} nm")
print(f"hydrogen mass = {mass/sc.m_e:.2f} electron masses")
print(f"temperature = {temperature:.1f} K; crossover = {crossover:.2f} K")
print(f"T/Tc = {ratio:.5f}; V0/kT = {beta_barrier:.4f}")
print(f"barrier quantum hbar omega_b = {sc.hbar*omega/sc.e:.5f} eV")
print(f"instanton energy = {barrier_ev*ratio**2:.5f} eV")
print(f"turning point = {width_nm*turning:.5f} nm")
print(f"collapsed negative modes below, above Tc = {collapsed_counts}")
print("Index-one ring: eigenvalues in omega_b^2, action in hbar")
for n in bead_numbers:
    r = saddles[n]
    print(f"N={n}: negative {r['eigenvalues'][0]:.6f}, "
          f"soft {mp.nstr(r['soft'], 4)}")
    print(f"  next {r['eigenvalues'][2]:.6f}, action {actions[n]:.6f}, "
          f"iterations {r['iterations']}")
print("Indices and soft eigenvalues (omega_b^2), bead at / astride turn")
for n in bead_numbers:
    p = families[n]
    print(f"N={n}: {p[0]['index']}, {p[1]['index']}; "
          f"{mp.nstr(p[0]['soft'], 4)}, {mp.nstr(p[1]['soft'], 4)}")
print(f"N=17 soft eigenvalue = {mp.nstr(odd['soft'], 4)} omega_b^2")
print(f"N=18 bead-at-turn index = {eighteen['index']}")
print(f"continuum negative, next = {continuum[0]:.6f}, "
      f"{continuum[2]:.6f} omega_b^2")
print(f"extrapolated negative, next = {limits[0]:.6f}, "
      f"{limits[2]:.6f} omega_b^2")
print(f"action formula, extrapolated = {action_formula:.6f}, "
      f"{action_limit:.6f} hbar")
print(f"largest N=128 orbit error = {width_nm*orbit_error:.3e} nm")
for u, rate, predicted, power in decay:
    print(f"T/Tc={u:.4f}: decay/bead {rate:.5f}, artanh {predicted:.5f}, "
          f"power {power:.3f}")
print(f"unsymmetric N=16 start: {generic_iterations} iterations")
print(f"downhill search final mean position = {width_nm*np.mean(fallen):.3f} nm")
print(f"hardening-barrier indices = {hard_indices}")
print(f"instanton tunnelling factor = {instanton_factor:.3f}")
print(f"Schroedinger tunnelling factor = {quantum_factor:.3f}")
print(f"instanton/Schroedinger = {instanton_factor/quantum_factor:.4f}")
print(f"product drop {drop_ev:.2f} eV: exponential factor x {asym_change:.3f}")
print(f"mass +{100*mass_increase:.0f} %: tunnelling factor x {heavy_change:.3f}")
print(f"reactant quantum {quantum_ev:.2f} eV: discrete/continuous rate "
      f"= {level_change:.3f}")
print(f"deuterium crossover = {deuterium_crossover:.2f} K")
print("OK")
```

It prints:

```
barrier V0 = 0.50 eV; width a = 0.040 nm
hydrogen mass = 1837.15 electron masses
temperature = 200.0 K; crossover = 297.37 K
T/Tc = 0.67257; V0/kT = 29.0113
barrier quantum hbar omega_b = 0.16101 eV
instanton energy = 0.22618 eV
turning point = 0.03802 nm
collapsed negative modes below, above Tc = [3, 1]
Index-one ring: eigenvalues in omega_b^2, action in hbar
N=16: negative -0.215237, soft 0.001098
  next 0.611279, action 25.810070, iterations 8
N=32: negative -0.219297, soft 9.884e-9
  next 0.611104, action 25.878581, iterations 8
N=64: negative -0.220119, soft 1.865e-19
  next 0.610970, action 25.895429, iterations 8
N=128: negative -0.220324, soft 1.622e-41
  next 0.610935, action 25.899626, iterations 8
Indices and soft eigenvalues (omega_b^2), bead at / astride turn
N=16: 2, 1; -0.001097, 0.001098
N=32: 2, 1; -9.884e-9, 9.884e-9
N=64: 2, 1; -1.865e-19, 1.865e-19
N=128: 2, 1; -1.622e-41, 1.622e-41
N=17 soft eigenvalue = -8.342e-7 omega_b^2
N=18 bead-at-turn index = 1
continuum negative, next = -0.220393, 0.610924 omega_b^2
extrapolated negative, next = -0.220393, 0.610924 omega_b^2
action formula, extrapolated = 25.901024, 25.901025 hbar
largest N=128 orbit error = 6.464e-06 nm
T/Tc=0.6726: decay/bead 0.81540, artanh 0.81543, power 1.992
T/Tc=0.5000: decay/bead 0.54930, artanh 0.54931, power 2.000
unsymmetric N=16 start: 13 iterations
downhill search final mean position = 0.548 nm
hardening-barrier indices = [2, 3]
instanton tunnelling factor = 288.006
Schroedinger tunnelling factor = 322.014
instanton/Schroedinger = 0.8944
product drop 0.10 eV: exponential factor x 2.414
mass +10 %: tunnelling factor x 0.580
reactant quantum 0.40 eV: discrete/continuous rate = 1.751
deuterium crossover = 210.35 K
OK
```
